# Principal hyperfine values of an alpha proton in a π radical: a numerical check

```python
# Result under test: hyperfine tensor of an alpha proton in a planar pi radical.
# Spin density: rho times a carbon 2pz Slater orbital squared,
#   n(r) = zeta^5/pi * z^2 * exp(-2 zeta r).
# Proton at (R,0,0): x = C-H bond, z = 2p axis, y = perpendicular to both.
# Principal values A_i = rho*(Q + T_i), T = dipolar tensor for unit population.
# Closed form, with q = 2 zeta R and e_n = exponential series cut after q^n/n!:
#   M  = 1 - exp(-q) e_4,   A2 = 3/zeta^2 (1 - exp(-q) e_6),
#   B2 = 2/15 zeta^3 (1+q) exp(-q),
#   Tx/C =  2M/R^3 - 6 A2/R^5 - B2
#   Ty/C = -M/R^3 + 3/2 A2/R^5 - B2
#   Tz/C = -M/R^3 + 9/2 A2/R^5 + 2 B2
# In units of |Q rho|/2 the magnitudes (x,z,y) round to 1,2,3 if
#   4 Tx/3 < |Q| < 4 |Ty|.
# Lengths in bohr, couplings in MHz.
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq


def value(name):
    return sc.physical_constants[name][0]


bohr = value('Bohr radius')
C = (sc.mu_0 / (4 * np.pi) * abs(value('electron g factor'))
     * value('Bohr magneton') * value('proton g factor')
     * value('nuclear magneton') / (sc.h * bohr**3) * 1e-6)


def moments(zeta, R):
    q = 2 * zeta * R

    def cut(n):
        return math.exp(-q) * sum(q**k / math.factorial(k)
                                  for k in range(n + 1))
    M = 1 - cut(4)
    A2 = 3 / zeta**2 * (1 - cut(6))
    B2 = 2 / 15 * zeta**3 * (1 + q) * math.exp(-q)
    return M, A2, B2


def dipolar(zeta, R):
    """Closed-form (Tx, Ty, Tz)/C in bohr^-3."""
    M, A2, B2 = moments(zeta, R)
    return np.array([2 * M / R**3 - 6 * A2 / R**5 - B2,
                     -M / R**3 + 1.5 * A2 / R**5 - B2,
                     -M / R**3 + 4.5 * A2 / R**5 + 2 * B2])


def dipolar_quadrature(zeta, R, n=120):
    """Full 3x3 tensor/C from the definition, in proton-centred coordinates."""
    t, w = np.polynomial.legendre.leggauss(n)
    far = R + 16.0
    d = np.concatenate([R * (t + 1) / 2, R + (far - R) * (t + 1) / 2])
    wd = np.concatenate([w * R / 2, w * (far - R) / 2])
    phi = 2 * np.pi * np.arange(16) / 16
    D, mu, ph = np.meshgrid(d, t, phi, indexing='ij')
    s = np.sqrt(1 - mu**2)
    unit = [-mu, s * np.sin(ph), s * np.cos(ph)]
    x, y, z = R + D * unit[0], D * unit[1], D * unit[2]
    r = np.sqrt(x**2 + y**2 + z**2)
    density = zeta**5 / np.pi * z**2 * np.exp(-2 * zeta * r)
    weight = (wd[:, None, None] * w[None, :, None] * (2 * np.pi / 16)
              * density / D)
    return np.array([[np.sum(weight * (3 * unit[i] * unit[j] - (i == j)))
                      for j in range(3)] for i in range(3)])


def potential(zeta, point):
    """Multipole potential by radial quadrature of the density."""
    r = np.linalg.norm(point)
    p2 = 1.5 * (point[2] / r)**2 - 0.5

    def f(s):
        return zeta**5 / np.pi * s**2 * np.exp(-2 * zeta * s)

    def integral(power, lo, hi):
        return quad(lambda s: f(s) * s**power, lo, hi,
                    epsabs=1e-13, epsrel=1e-12)[0]
    end = r + 20
    phi0 = 4 * np.pi / 3 * (integral(2, 0, r) / r + integral(1, r, end))
    phi2 = 8 * np.pi / 15 * (integral(4, 0, r) / r**3
                             + r**2 * integral(-1, r, end))
    return phi0 + phi2 * p2


zeta, R, Q, rho = 1.625, 2.05, -70.0, 0.9

# Closed form against the defining three-dimensional integral
largest_error = 0.0
for z_test, R_test in [(zeta, R), (1.5, 2.2), (1.8, 1.8), (1.2, 1.5)]:
    direct = dipolar_quadrature(z_test, R_test)
    error = np.max(np.abs(direct - np.diag(dipolar(z_test, R_test))))
    largest_error = max(largest_error, error)
assert largest_error < 1e-6

# Radial moments against their defining integrals
M, A2, B2 = moments(zeta, R)


def radial(s):
    return zeta**5 / np.pi * s**2 * np.exp(-2 * zeta * s)


assert abs(M - 4 * np.pi / 3 * quad(lambda s: radial(s) * s**2, 0, R)[0]) < 1e-9
assert abs(A2 - 8 * np.pi / 15 * quad(lambda s: radial(s) * s**4, 0, R)[0]) < 1e-9
assert abs(B2 - 8 * np.pi / 15 * quad(lambda s: radial(s) / s, R, R + 20)[0]) < 1e-9

# Dipolar tensor is the Hessian of the potential at the nodal-plane proton
step = 0.01
home = np.array([R, 0.0, 0.0])
centre = potential(zeta, home)
hessian = np.array([(potential(zeta, home + step * e)
                     + potential(zeta, home - step * e) - 2 * centre) / step**2
                    for e in np.eye(3)])
direct = dipolar_quadrature(zeta, R)
# finite-difference truncation is of order step^2 times a fourth derivative
assert np.max(np.abs(hessian - np.diag(direct))) < 2e-4

# Contact factor 8 pi/3: Biot-Savart field at the centre of a magnetized ball
t, w = np.polynomial.legendre.leggauss(20)
field = np.zeros(3)
for c, wc in zip(t, w):
    for angle in 2 * np.pi * np.arange(12) / 12:
        s = np.sqrt(1 - c * c)
        normal = np.array([s * np.cos(angle), s * np.sin(angle), c])
        current = np.cross([0.0, 0.0, 1.0], normal)
        field += np.cross(current, -normal) * wc * 2 * np.pi / 12
assert np.allclose(field, [0, 0, 8 * np.pi / 3], atol=1e-10)

# Distant proton sees a point dipole
assert np.allclose(dipolar(zeta, 200.0) * 200.0**3, [2, -1, -1], atol=1e-3)

# Principal values from diagonalization of the integrated tensor
T = C * dipolar(zeta, R)
a = Q * rho
A = a + rho * T
eigen = np.linalg.eigvalsh(a * np.eye(3) + rho * C * direct)
assert np.allclose(np.sort(A), eigen, atol=2e-3)
assert np.all(A < 0) and abs(A[0]) < abs(A[2]) < abs(A[1])
order = [0, 2, 1]
scaled = np.abs(A)[order] / (abs(a) / 2)
assert list(np.rint(scaled)) == [1, 2, 3]

# Window of |Q| against a scan that uses the integrated tensor
low, high = 4 * T[0] / 3, 4 * abs(T[1])
for size in np.arange(40.25, 200, 0.5):
    trial = np.abs(-size + C * np.diag(direct))[order] / (size / 2)
    inside = list(np.rint(trial)) == [1, 2, 3]
    assert inside == (low < size < high)

# Conditions for an exact 1:2:3 ratio
product = brentq(lambda u: dipolar(1.0, u)[2], 2.0, 5.0)
R_exact = product / zeta
T_exact = C * np.diag(dipolar_quadrature(zeta, R_exact))
Q_exact = -2 * T_exact[0]
exact = np.abs(Q_exact + T_exact)[order]
assert np.allclose(exact / exact[0], [1, 2, 3], atol=1e-3)

# Point dipole and reversed contact sign
point = a + rho * C / R**3 * np.array([2.0, -1.0, -1.0])
assert point[0] > 0 > point[1]
reverse = -a + rho * T
assert reverse[0] > reverse[2] > reverse[1] > 0
reverse_scaled = reverse / (abs(a) / 2)
assert list(np.rint(reverse_scaled)) == [3, 1, 2]


def show(label, numbers, digits, unit):
    text = ', '.join(f'{v:.{digits}f}' for v in np.atleast_1d(numbers))
    print(f'{label}: {text} {unit}')


show('Slater exponent zeta', zeta, 3, 'bohr^-1')
show('C-H distance R', R, 2, 'bohr')
show('C-H distance R, converted', R * bohr * 1e10, 3, 'angstrom')
show('contact parameter Q', Q, 1, 'MHz')
show('pi spin population rho', rho, 2, '(no unit)')
show('dipolar constant C', C, 2, 'MHz bohr^3')
show('q = 2 zeta R', 2 * zeta * R, 4, '(no unit)')
show('enclosed fraction M', M, 5, '(no unit)')
show('inner moment A2', A2, 5, 'bohr^2')
show('outer moment B2', B2, 6, 'bohr^-3')
show('M/R^3', M / R**3, 6, 'bohr^-3')
show('A2/R^5', A2 / R**5, 6, 'bohr^-3')
show('closed form T/C (x,y,z)', dipolar(zeta, R), 6, 'bohr^-3')
show('3D quadrature T/C (x,y,z)', np.diag(direct), 6, 'bohr^-3')
print(f'largest closed-form error, four cases: {largest_error:.1e} bohr^-3')
show('T for unit population (x,y,z)', T, 2, 'MHz')
show('rho*T (x,y,z)', rho * T, 2, 'MHz')
show('contact coupling a', a, 2, 'MHz')
density_H = a / (8 * np.pi / 3 * C)
show('spin density at proton', density_H, 5, 'bohr^-3')
show('same relative to hydrogen 1s', 100 * density_H * np.pi, 2, 'percent')
show('total A (x,y,z)', A, 2, 'MHz')
show('|A|/(|a|/2) in order x,z,y', scaled, 3, '(no unit)')
show('|A|/|Ax| in order x,z,y', np.abs(A)[order] / abs(A[0]), 3, '(no unit)')
show('window for |Q|, lower and upper', [low, high], 2, 'MHz')
show('exact ratio needs zeta*R', product, 4, '(no unit)')
show('exact ratio needs R at this zeta', R_exact, 4, 'bohr')
show('exact ratio needs Q', Q_exact, 2, 'MHz')
show('exact-case unit-population A (x,y,z)', Q_exact + T_exact, 2, 'MHz')
show('point-dipole total A (x,y,z)', point, 2, 'MHz')
show('positive-contact A (x,y,z)', reverse, 2, 'MHz')
show('positive-contact A/(|a|/2) (x,y,z)', reverse_scaled, 3, '(no unit)')
for Q_new in (-65.0, -75.0, -80.0):
    ratio = np.abs(Q_new + T)[order] / (abs(Q_new) / 2)
    show(f'scaled x,z,y for Q = {Q_new:.0f} MHz', ratio, 3, '(no unit)')
for z_new, R_new in ((1.55, R), (1.70, R), (zeta, 2.00), (zeta, 2.10)):
    show(f'T (x,y,z) for zeta = {z_new:.3f} bohr^-1, R = {R_new:.2f} bohr',
         C * dipolar(z_new, R_new), 2, 'MHz')
print('no test failed')
```

Output:

```
Slater exponent zeta: 1.625 bohr^-1
C-H distance R: 2.05 bohr
C-H distance R, converted: 1.085 angstrom
contact parameter Q: -70.0 MHz
pi spin population rho: 0.90 (no unit)
dipolar constant C: 533.55 MHz bohr^3
q = 2 zeta R: 6.6625 (no unit)
enclosed fraction M: 0.79394 (no unit)
inner moment A2: 0.56679 bohr^2
outer moment B2: 0.005603 bohr^-3
M/R^3: 0.092156 bohr^-3
A2/R^5: 0.015655 bohr^-3
closed form T/C (x,y,z): 0.084780, -0.074276, -0.010504 bohr^-3
3D quadrature T/C (x,y,z): 0.084780, -0.074276, -0.010504 bohr^-3
largest closed-form error, four cases: 1.4e-09 bohr^-3
T for unit population (x,y,z): 45.23, -39.63, -5.60 MHz
rho*T (x,y,z): 40.71, -35.67, -5.04 MHz
contact coupling a: -63.00 MHz
spin density at proton: -0.01409 bohr^-3
same relative to hydrogen 1s: -4.43 percent
total A (x,y,z): -22.29, -98.67, -68.04 MHz
|A|/(|a|/2) in order x,z,y: 0.708, 2.160, 3.132 (no unit)
|A|/|Ax| in order x,z,y: 1.000, 3.053, 4.427 (no unit)
window for |Q|, lower and upper: 60.31, 158.52 MHz
exact ratio needs zeta*R: 3.0020 (no unit)
exact ratio needs R at this zeta: 1.8474 bohr
exact ratio needs Q: -98.33 MHz
exact-case unit-population A (x,y,z): -49.16, -147.49, -98.33 MHz
point-dipole total A (x,y,z): 48.48, -118.74, -118.74 MHz
positive-contact A (x,y,z): 103.71, 27.33, 57.96 MHz
positive-contact A/(|a|/2) (x,y,z): 3.292, 0.868, 1.840 (no unit)
scaled x,z,y for Q = -65 MHz: 0.608, 2.172, 3.219 (no unit)
scaled x,z,y for Q = -75 MHz: 0.794, 2.149, 3.057 (no unit)
scaled x,z,y for Q = -80 MHz: 0.869, 2.140, 2.991 (no unit)
T (x,y,z) for zeta = 1.550 bohr^-1, R = 2.05 bohr: 40.96, -38.00, -2.97 MHz
T (x,y,z) for zeta = 1.700 bohr^-1, R = 2.05 bohr: 49.38, -41.14, -8.24 MHz
T (x,y,z) for zeta = 1.625 bohr^-1, R = 2.00 bohr: 46.30, -41.77, -4.53 MHz
T (x,y,z) for zeta = 1.625 bohr^-1, R = 2.10 bohr: 44.13, -37.62, -6.51 MHz
no test failed
```
